# Do broken bonds at a dislocation core guarantee deep gap states?: test program

```python
"""
Result under test: in an sp3-hybrid model of an elemental semiconductor, a
bare 30-degree partial dislocation has a half-filled band of gap levels, but
pairing its broken hybrids with bonds of strength tau empties the window
    -tau + delta < E < tau - 4 v - delta ,
and full-strength pairing (tau = w, delta = 0) empties the whole bulk gap.

Symbols (energies in eV, zero = p level):
  v      coupling -v between hybrids on one atom, also their on-site energy
  w      coupling -w between the two hybrids of a normal bond
  t      direct hopping -t along a bare row of broken hybrids
  tau    strength of a reconstructed core bond
  rest   hopping -rest left between neighbouring pairs
  delta  norm of all couplings that are not bonds
  theta  Bloch phase across the supercell along the dislocation line
Every level is found by full diagonalization of a supercell with two
opposite dislocations; the bounds come from the derived inequalities.
"""
import numpy as np

v, w, t = 0.5, 3.0, 0.2
tau, rest = 2.7, 0.1
N_SIDE, N_UP = 10, 4           # cells across the line, in and out of glide plane
FIRST, LAST = 2, 6             # slipped rows of upper atoms
TOL = 1e-8
E_V, E_C = -w, w - 4 * v       # derived bulk edges


def index(sub, i, j, l, slot, n_line):
    """Number of a hybrid; sub 0 = lower atom, sub 1 = upper atom of a pair."""
    cell = ((i % N_SIDE) * n_line + j % n_line) * N_UP + l % N_UP
    return (2 * cell + sub) * 4 + slot


def broken_rows(n_line):
    lower = [index(0, FIRST, j, 0, 0, n_line) for j in range(n_line)]
    upper = [index(1, LAST, j, 0, 0, n_line) for j in range(n_line)]
    return lower, upper


def hamiltonian(theta, n_line=2, slipped=True, row_hops=None):
    """row_hops[j] is the coupling strength between row orbitals j and j+1."""
    atoms = 2 * N_SIDE * n_line * N_UP
    H = np.kron(np.eye(atoms), -v * np.ones((4, 4))).astype(complex)

    def couple(p, q, strength, wraps):
        value = -strength * np.exp(1j * theta * wraps)
        H[p, q] += value
        H[q, p] += np.conj(value)

    steps = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]
    for i in range(N_SIDE):
        for j in range(n_line):
            for l in range(N_UP):
                for slot, (di, dj, dl) in enumerate(steps):
                    if slipped and slot == 0 and l == 0 and FIRST <= i <= LAST:
                        if i == LAST:
                            continue            # no partner at the strip end
                        di, dj = 1, 1           # bond switched by the slip
                    couple(index(1, i, j, l, slot, n_line),
                           index(0, i + di, j + dj, l + dl, slot, n_line),
                           w, (j + dj) // n_line)
    if row_hops is not None:
        for row in broken_rows(n_line):
            for j, hop in enumerate(row_hops):
                couple(row[j], row[(j + 1) % n_line], hop, (j + 1) // n_line)
    return H


def levels(*args, **kwargs):
    return np.linalg.eigvalsh(hamiltonian(*args, **kwargs))


def gap_count(E):
    return int(np.sum((E > E_V + 1e-6) & (E < E_C - 1e-6)))


# --- geometry of the slip, in units of the cubic lattice constant ---
a1, a2, a3 = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
upper_atom = (a1 + a2 + a3) / 4
slip = (a1 + a2) / 3
bond = np.sqrt(3) / 4
moved = upper_atom + slip
new_lengths = [np.linalg.norm(moved - x) for x in (a1 + a2, a1, a2)]
old_length = np.linalg.norm(moved)
assert np.allclose(new_lengths, bond)
assert old_length > 1.3 * bond
assert np.isclose(np.linalg.norm(moved - upper_atom - slip), 0)
burgers = np.linalg.norm(slip)
angle = np.degrees(np.arccos(slip @ a2 / burgers / np.linalg.norm(a2)))
assert np.isclose(angle, 30)

# --- count hybrids without a bond partner directly from the network ---
H_open = hamiltonian(0.0)
dim = len(H_open)
half = dim // 2
on_atoms = np.kron(np.eye(dim // 4), -v * np.ones((4, 4)))
partners = np.sum(np.abs(H_open - on_atoms) > 1e-12, axis=1)
unpaired = set(np.flatnonzero(partners == 0))
assert unpaired == set(sum(broken_rows(2), []))
assert np.all(partners <= 1)

# --- perfect crystal ---
thetas = np.linspace(0, np.pi, 5)
bulk = np.array([levels(th, slipped=False) for th in thetas])
bulk_top, bulk_bottom = bulk[:, half - 1].max(), bulk[:, half].min()
assert abs(bulk_top - E_V) < TOL and abs(bulk_bottom - E_C) < TOL

# --- bare core: uniform rows ---
bare = np.array([levels(th, row_hops=[t, t]) for th in thetas])
for th, E in zip(thetas, bare):
    c = 2 * t * np.cos(th / 2)
    rho = np.array([-c, -c, c, c])
    row = E[half - 2:half + 2]
    assert gap_count(E) == 4
    assert np.all(row <= rho + TOL) and np.all(row >= rho - 4 * v - TOL)
row_levels = bare[:, half - 2:half + 2]
touching = bare[-1, half] - bare[-1, half - 1]
assert touching < 0.01          # only tunnelling between the two cores is left
_, vectors = np.linalg.eigh(hamiltonian(0.0, row_hops=[t, t]))
weight = np.sum(np.abs(vectors[sorted(unpaired), half - 2:half + 2])**2) / 4
assert weight > 0.5

# --- reconstructed core: paired rows ---
paired = np.array([levels(th, row_hops=[tau, rest]) for th in thetas])
low, high = -tau + rest, tau - 4 * v - rest
paired_top, paired_bottom = paired[:, half - 1].max(), paired[:, half].min()
assert paired_top <= low + TOL and paired_bottom >= high - TOL

# --- occupied band energy, two electrons per level, two pairs per supercell ---
trapezoid = np.array([0.5, 1, 1, 1, 0.5]) / 4
occupied_change = (bare[:, :half] - paired[:, :half]).sum(axis=1)
gain = 2 * (trapezoid @ occupied_change) / 2
assert gain > 0

# --- how strong must the pairing be? ---
scan = []
for strength in (0.5, 1.0, 1.5, 2.0, 2.5, 2.7, 3.0):
    E = levels(0.0, row_hops=[strength, 0.0])
    scan.append((strength, E[half - 1], E[half], gap_count(E)))
    assert E[half - 1] <= -strength + TOL
    assert E[half] >= strength - 4 * v - TOL
    if strength < w - 4 * v:
        assert gap_count(E) == 4
full = np.array([levels(th, row_hops=[w, 0.0]) for th in thetas])
full_count = max(gap_count(E) for E in full)
assert full_count == 0

# --- pairing fault: one orbital in three stays single in each row ---
E = levels(0.0, n_line=3, row_hops=[tau, rest, rest])
mid = len(E) // 2
fault = E[mid - 1:mid + 1]
fault_delta = np.sqrt(2) * rest
assert np.all(fault <= fault_delta + TOL)
assert np.all(fault >= -4 * v - fault_delta - TOL)
assert E[mid - 2] <= -tau + fault_delta + TOL
assert E[mid + 1] >= tau - 4 * v - fault_delta - TOL

# --- random fourfold network with random bond strengths ---
rng = np.random.default_rng(3)
size = 600
ends = rng.permutation(size).reshape(-1, 2)
H_random = np.kron(np.eye(size // 4), -v * np.ones((4, 4)))
for p, q in ends:
    strength = rng.uniform(tau, w)
    H_random[p, q] -= strength
    H_random[q, p] -= strength
E_random = np.linalg.eigvalsh(H_random)
random_top, random_bottom = E_random[size // 2 - 1], E_random[size // 2]
assert random_top <= -tau + TOL and random_bottom >= tau - 4 * v - TOL

print(f"v = {v:.2f} eV, w = {w:.2f} eV, t = {t:.2f} eV")
print(f"tau = {tau:.2f} eV, hopping between pairs = {rest:.2f} eV")
print(f"supercell: {dim // 4} atoms, {dim} hybrids, {len(unpaired)} broken")
print(f"cells across line {N_SIDE}, along line 2, layers {N_UP}")
print(f"Burgers vector length = {burgers:.4f} lattice constants")
print(f"angle of Burgers vector to line = {angle:.1f} degrees")
print(f"ideal bond length = {bond:.4f} lattice constants")
print(f"old bond after slip = {old_length:.4f} lattice constants")
print(f"bulk valence top = {bulk_top:.3f} eV")
print(f"bulk conduction bottom = {bulk_bottom:.3f} eV")
print(f"bulk gap = {bulk_bottom - bulk_top:.3f} eV")
print("bare core, four gap levels at each theta:")
for th, row in zip(thetas, row_levels):
    print(f"  theta/pi {th / np.pi:.2f}: "
          + " ".join(f"{x:.3f}" for x in row) + " eV")
print(f"bare row band: {row_levels.min():.3f} to {row_levels.max():.3f} eV")
print(f"splitting at half filling, theta = pi: {1000 * touching:.4f} meV")
print(f"weight of gap levels on broken hybrids (theta 0) = {weight:.3f}")
print(f"paired core, guaranteed empty: {low:.3f} to {high:.3f} eV")
print(f"paired core, highest occupied = {paired_top:.3f} eV")
print(f"paired core, lowest empty = {paired_bottom:.3f} eV")
print(f"paired core, computed gap = {paired_bottom - paired_top:.3f} eV")
print(f"highest occupied above valence top = {paired_top - bulk_top:.3f} eV")
print(f"lowest empty below conduction = {bulk_bottom - paired_bottom:.3f} eV")
print(f"band energy gain per pair = {gain:.2f} eV")
print("scan at theta 0, no hopping between pairs:")
print("  tau (eV), highest occupied (eV), lowest empty (eV), gap levels")
for strength, top, bottom, count in scan:
    print(f"  {strength:.1f}  {top:.3f}  {bottom:.3f}  {count}")
print(f"gap levels at tau = w, all theta: {full_count}")
print(f"pairing fault levels = {fault[0]:.3f}, {fault[1]:.3f} eV")
print(f"random network: top {random_top:.3f}, bottom {random_bottom:.3f} eV")
print(f"random network guaranteed empty: {-tau:.3f} to {tau - 4 * v:.3f} eV")
print("tests ok")
```

Running it gives:

```
v = 0.50 eV, w = 3.00 eV, t = 0.20 eV
tau = 2.70 eV, hopping between pairs = 0.10 eV
supercell: 160 atoms, 640 hybrids, 4 broken
cells across line 10, along line 2, layers 4
Burgers vector length = 0.4082 lattice constants
angle of Burgers vector to line = 30.0 degrees
ideal bond length = 0.4330 lattice constants
old bond after slip = 0.8292 lattice constants
bulk valence top = -3.000 eV
bulk conduction bottom = 1.000 eV
bulk gap = 4.000 eV
bare core, four gap levels at each theta:
  theta/pi 0.00: -0.870 -0.870 -0.133 -0.133 eV
  theta/pi 0.25: -0.842 -0.842 -0.161 -0.161 eV
  theta/pi 0.50: -0.761 -0.761 -0.240 -0.240 eV
  theta/pi 0.75: -0.641 -0.641 -0.359 -0.359 eV
  theta/pi 1.00: -0.500 -0.500 -0.500 -0.500 eV
bare row band: -0.870 to -0.133 eV
splitting at half filling, theta = pi: 0.0006 meV
weight of gap levels on broken hybrids (theta 0) = 0.913
paired core, guaranteed empty: -2.600 to 0.600 eV
paired core, highest occupied = -2.760 eV
paired core, lowest empty = 1.009 eV
paired core, computed gap = 3.769 eV
highest occupied above valence top = 0.240 eV
lowest empty below conduction = -0.009 eV
band energy gain per pair = 4.70 eV
scan at theta 0, no hopping between pairs:
  tau (eV), highest occupied (eV), lowest empty (eV), gap levels
  0.5  -0.962  -0.042  4
  1.0  -1.420  0.400  4
  1.5  -1.869  0.812  4
  2.0  -2.301  1.010  2
  2.5  -2.695  1.010  2
  2.7  -2.834  1.009  2
  3.0  -3.000  1.009  0
gap levels at tau = w, all theta: 0
pairing fault levels = -0.493, -0.493 eV
random network: top -2.720, bottom 1.054 eV
random network guaranteed empty: -2.700 to 0.700 eV
tests ok
```
